Temperature profile and thermal healing length of a Joule-heated filament, part 2

A filament of radius a, length L, cross-section A = πa², thermal conductivity k and electrical conductivity σ carries a steady current I between electrodes at T₀, producing heat q per unit length. Around it lies an oxide shell of conductivity k_ox, held at T₀ at radius b. The interface has conductance G per unit area. Here x is measured from the middle of the filament and r from its axis.

If heat in the oxide flows radially, the side loss per unit length and kelvin is g = 2πk_ox/N, with N = ln(b/a) + k_ox/(Ga). With a single temperature rise θ for each slice, the slice balance and its solution are

kA θ″ − gθ + q = 0,

θ(x) = (q/g)[1 − cosh(x/λ)/cosh(L/2λ)],  λ² = kA/g.

With u = L/(2λ), the peak tends to qL²/(8kA) for u ≪ 1 (end-cooled) and to the plateau q/g for u ≫ 1 (side-cooled). A given rise then requires a threshold voltage or a threshold field, respectively.

The full cylinder is now treated without these two assumptions. The rise T(r, x), zero at r = b and x = ±L/2, is expanded in cos(px) with p = (2n + 1)π/L, n = 0, 1, 2, …. Each mode has amplitude f(r), with average F over the filament section, and loses heat Φ through the side. With c = 4(−1)ⁿ/(pL), the filament obeys

(1/r)(r f′)′ − p² f + qc/(kA) = 0,

which gives

F = qc/D,  D = kAp² + Φ/F.

The example has a = 4 nm, b = 12 nm, k = 10 W/(m K), k_ox = 1 W/(m K), G = 10⁸ W/(m² K), σ = 10⁶ S/m and I = 200 µA, hence g = 1.746 W/(m K) and λ = 17.0 nm. The limiting peaks cross at L = 48 nm, and half the heat leaves through the ends at L = 65 nm.

### Leading approximation and summation

If the filament has nearly one temperature across its section, and the shell responds as it does to purely radial flow, then Φ/F = g. The denominator becomes

D₀ = g + kAp² = g(1 + λ²p²),

and the averaged rise is the sum over modes

θ(x) = (q/g) Σ c cos(px)/(1 + λ²p²).

The healing length appears here as the value of 1/p at which conduction along the filament equals loss through the side. For the lowest mode, p = π/L, the two are equal at L = πλ. In the example of the first half this is 3.14 × 17.0 = 53 nm, which lies between the two earlier criteria.

To sum the series, split the fraction:

1/(1 + λ²p²) = 1 − λ²p²/(1 + λ²p²).

The first part gives Σ c cos(px) = 1 inside the filament, since the c are the amplitudes of the constant function 1. The second part needs a function h(x) whose amplitudes are cλ²p²/(1 + λ²p²). Take a function with λ²h″ = h and h = 1 at both ends, and let H = ∫ h cos(px) dx. Integrating by parts twice,

H/λ² = ∫ h″ cos(px) dx = [h′ cos(px)] + p[h sin(px)] − p²H.

The first bracket vanishes because cos(pL/2) = 0. The second equals 2(−1)ⁿ, because h = 1 at both ends and sin(pL/2) = (−1)ⁿ. Solving for H,

H = 2p(−1)ⁿ/(1/λ² + p²) = 2pλ²(−1)ⁿ/(1 + λ²p²).

The amplitude of h is (2/L)H = [4(−1)ⁿ/(pL)] λ²p²/(1 + λ²p²), which is the required expression. The function with these properties is h = cosh(x/λ)/cosh(L/2λ). Hence

θ(x) = (q/g)(1 − h) = (q/g)[1 − cosh(x/λ)/cosh(L/2λ)],

the same profile as before.

### How far the shell departs from radial flow

It remains to see how far Φ/F can differ from g. Consider the shell first. For purely radial flow and unit temperature at the filament surface, let the shell profile be w(r). The heat flow g = −2πr k_ox w′ and the condition w(b) = 0 give

w(r) = [g/(2πk_ox)] ln(b/r) = ln(b/r)/N.

For a mode with wavenumber p, let the corresponding profile be s(r), and let the heat drawn from the filament surface be g_p. Then

(r w′)′ = 0,  (r s′)′ = p² r s.

Multiply the second equation by w and the first by s, subtract, and integrate from a to b. The left-hand side is the boundary term of r(ws′ − sw′). It vanishes at b, where w = s = 0, and leaves

−a[w(a)s′(a) − s(a)w′(a)] = p² ∫ w s r dr.

The heat flows fix the slopes at a, namely s′(a) = −g_p/(2πa k_ox) and w′(a) = −g/(2πa k_ox). The interface jumps fix the values, s(a) = 1 − g_p/(2πaG) and w(a) = 1 − g/(2πaG). The left-hand side becomes [w(a)g_p − s(a)g]/(2πk_ox). The two terms containing the product g g_p cancel, and

g_p = g + 2πk_ox p² ∫ w s r dr.

The added term is positive: heat in the oxide can also flow along x to the electrodes, which helps the cooling.

The profile s lies below w, because the term p²s acts as a heat sink inside the shell. More precisely, the difference d = w − s obeys (1/r)(r d′)′ = −p²s. This describes a shell with a non-negative heat source, cold at b and losing heat at a through the interface, so d cannot be negative. Replacing s by w in the integral therefore gives an upper bound:

g ≤ g_p ≤ g + k_ox S p²,  S = 2π ∫ w² r dr.

The dimensionless measure of axial conduction in the shell is

η = k_ox S/(kA),

so that g_p ≤ g + η kAp² for every mode.

### How far the filament departs from one temperature

Inside the filament, the mode equation is solved by

f(r) = qc/(kAp²) − C I₀(pr),

where I₀ is the modified Bessel function that is finite on the axis. Write z = pa. Since I₀′ = I₁, the lateral heat is Φ = 2πk C z I₁(z). The average of I₀(pr) over the section is 2I₁(z)/z, so the average exceeds the surface value by

F − f(a) = C[I₀(z) − 2I₁(z)/z].

The power series of the two functions are I₀ = Σ (z/2)^(2m)/(m!)² and I₁ = Σ (z/2)^(2m+1)/[m!(m+1)!], with m from 0. They give

I₀ − 2I₁/z = Σ (z/2)^(2m)/[(m−1)!(m+1)!],  m ≥ 1,

zI₁/4 = Σ (z/2)^(2m)/[2(m−1)!m!],  m ≥ 1.

Because (m+1)! = (m+1)m! ≥ 2m!, no term of the first series exceeds its partner in the second, and the leading terms are equal. With C z I₁ = Φ/(2πk), this means, for a mode with positive amplitude,

0 ≤ F − f(a) ≤ Φ/(8πk).

For a mode with negative amplitude all signs reverse together, and the ratio Φ/F obeys the same limits. The filament thus adds an internal resistance of at most 1/(8πk) in series with the surroundings. Its relative size is

β = g/(8πk).

### Bounds on the result

The surface value satisfies Φ = g_p f(a). Since f(a) does not exceed F in magnitude, Φ/F ≤ g_p ≤ g + ηkAp². The series resistance gives Φ/F ≥ 1/(1/g_p + 1/(8πk)), and since g_p ≥ g this is at least g/(1 + β). Adding kAp² to both limits,

D₀/(1 + β) ≤ D ≤ (1 + η)D₀

for every mode. The mean rise along the filament is a sum of positive terms, because the average of cos(px) over the length is c/2:

θ_mean = Σ qc²/(2D).

The bounds on D therefore carry over to the mean rise:

1/(1 + η) ≤ θ_mean(full)/θ_mean(slice) ≤ 1 + β.

In the example η = 1.31 % and β = 0.69 %. The mean rise of the slice model is thus reliable to about 1 % at any length, although the shell radius of 12 nm is not small compared with λ = 17 nm. The peak is an alternating sum over modes, to which this argument does not apply directly. A finite-volume solution of the full cylinder gives the peak of the section average. Relative to the slice formula, it differs by −0.55 % at L = 10 nm, −0.30 % at 50 nm and +0.67 % at 200 nm. The last digit is limited by the mesh: the converged sum over the exact modes gives +0.66 % at 200 nm and leaves the other two values unchanged.

The sign at 200 nm follows from the internal resistance. On the plateau Φ = q, so the average lies above the surface by q/(8πk). The drop from axis to surface is twice as large, q/(4πk) = 6.3 K, because the radial profile is a parabola. The expected shift of the average is thus 3.2 K, and the full solution lies 3.0 K above the formula. At 10 nm the peak is lowered, as expected when the oxide conducts some heat to the electrodes.

The healing length itself can be corrected in the same way. Far from the ends, a disturbance decays as exp(−x/Λ), which corresponds to p² = −1/Λ² and no source, hence D = 0. To first order in the small quantities, Φ/F = g(1 − β) − k_ox S/Λ², so

(kA + k_ox S)/Λ² = g(1 − β),

Λ² ≈ λ²(1 + η + β).

The estimate is 1.020 λ². The slowest decaying mode of the full cylinder, found from its Bessel functions, gives 1.021 λ², or Λ = 17.1 nm. In a test with k four times larger, the remainder beyond first order fell by a factor of 16 to within 15 %, as a second-order quantity should.

### What each derivation assumes

Both derivations assume a steady state, uniform heating, electrodes that stay at T₀, and an isothermal surface at r = b. Both use Fourier's law with a given k and k_ox. In a filament a few nanometres wide these must be understood as effective values, and neither derivation can justify them. Both also give electrons and lattice a single temperature. For σ = 10⁶ S/m the Wiedemann–Franz law makes about 7 of the 10 W/(m K) electronic, and in a short filament the electrons can carry the Joule heat to the electrodes before passing it to the lattice. Consider a two-temperature version of the slice balance with an electron–lattice coupling of 10¹⁷ W/(m³ K) and side loss from the lattice alone. Its lattice peak at 200 µA is about 6 K instead of 19 K for L = 10 nm, but 451 K against 453 K for L = 200 nm. The short-filament results, including the threshold voltage, therefore require strong electron–lattice coupling if it is the lattice temperature that matters.

The slice balance assumes in addition that each section has one temperature and that the lateral loss depends on the local rise alone. It does not ask what happens to the oxide near the electrodes. In return it is easily extended. If k or the radius varies slowly along the filament, the balance becomes (kAθ′)′ − gθ + q = 0 with position-dependent coefficients, and it can be solved numerically.

The mode derivation needs a uniform cylinder and a linear equation, because otherwise the modes do not separate. It also needs a definite statement about the ends of the shell. In return it derives the two extra assumptions of the slice balance and replaces them by two numbers, η and β, that can be evaluated beforehand.

These numbers show where the result can fail. They are bounds, and η in particular overstates the actual error. Since the integral of r ln²(b/r) from 0 to b is b²/4, S is smaller than πb²/(2N²), and for b ≫ a it approaches that value. A thick oxide around a thin filament can therefore make η large. The side loss g_p then depends noticeably on p, and hence on the length of the filament, so that a single λ no longer describes the cross-section. Both η and β are inversely proportional to k, so a poorly conducting filament also weakens the approximation: with k = k_ox and the other values of the example unchanged, η would be 13 % and β 7 %. Summing the exact modes for lengths from 1 nm to 5 µm shows how loose the lower bound is. For k = k_ox the mean rise lies between about 2 % below and 7 % above the slice value. For k = 10 W/(m K) and b = 400 nm, where η is close to 10, it lies at most about a quarter below.

The assumption of constant properties is shared and can be the more serious one at rises of hundreds of kelvin, depending on how strongly the properties vary. Suppose that the resistivity varies as 1 + αθ at fixed current. The heating becomes q(1 + αθ), and the slice balance reads

kA θ″ − (g − αq)θ + q = 0.

As long as αq < g, the profile keeps its form with g replaced by g − αq. A resistivity that rises with temperature lengthens the healing length, and one that falls shortens it. The change is negligible in a long filament if |α|q/g ≪ 1, that is, if the resistivity changes little over the plateau rise. In the example that rise is 456 K, so the temperatures quoted for the longer filaments, like the voltages quoted for a rise of 300 K, are results of the constant-property model and not predictions for a device.

The computed values for all three lengths are listed in the numerical output.

Numbers as computed

```
filament radius a = 4.0 nm, shell radius b = 12.0 nm
filament thermal conductivity k = 10.0 W/(m K)
oxide thermal conductivity k_ox = 1.0 W/(m K)
interface conductance G = 1.0e+08 W/(m^2 K)
electrical conductivity sigma = 1.0e+06 S/m
current I = 200 microampere
cross-section A = 50.27 nm^2
ln(b/a) = 1.0986, k_ox/(G a) = 2.5000
lateral conductance g = 1.7460 W/(m K)
heating per length q = 795.8 W/m
healing length lambda = 16.97 nm
side-cooled plateau q/g = 455.8 K
crossing of limiting peaks, L = 48.0 nm
peak/plateau at that crossing = 0.541
half the heat through ends: u = 1.915, L = 65.0 nm
rise/plateau at one lambda from a far end = 0.6321
L = 10 nm: u = 0.295, applied voltage = 0.0398 V
  peak rise = 19.10 K, end-cooled limit = 19.79 K
  heat through ends = 97.2 %, peak/mean = 1.498
  peak change on doubling g = -3.4 %
  voltage for 300 K rise = 0.1577 V
  field for that rise = 15.77 MV/m
  full cylinder peak = 18.99 K (-0.55 %)
L = 50 nm: u = 1.473, applied voltage = 0.1989 V
  peak rise = 257.32 K, end-cooled limit = 494.73 K
  heat through ends = 61.1 %, peak/mean = 1.451
  peak change on doubling g = -33.1 %
  voltage for 300 K rise = 0.2148 V
  field for that rise = 4.30 MV/m
  full cylinder peak = 256.55 K (-0.30 %)
L = 200 nm: u = 5.894, applied voltage = 0.7958 V
  peak rise = 453.26 K, end-cooled limit = 7915.72 K
  heat through ends = 17.0 %, peak/mean = 1.198
  peak change on doubling g = -49.7 %
  voltage for 300 K rise = 0.6474 V
  field for that rise = 3.24 MV/m
  full cylinder peak = 456.30 K (+0.67 %)
end-cooled voltage limit for that rise = 0.1549 V
side-cooled field limit = 3.23 MV/m
voltage ratio, 10 nm to 5 nm = 1.013
voltage ratio, 400 nm to 200 nm = 1.994
axis-to-surface drop, long filament = 6.33 K
shell axial correction eta = 1.31 %
radial correction beta = 0.69 %
full/1D healing length squared = 1.02056
full healing length = 17.14 nm
```
